Exposure That Suppresses a Flux Variation a Hundredfold in Atomic Layer Deposition

**Problem**

In one half-cycle of atomic layer deposition, precursor molecules strike a flat wafer with flux F (molecules per area and time) during a pulse of length t. A molecule that lands on an open site reacts with probability s₀; one that lands on a filled site is reflected. There are N equivalent sites per area, each taking one molecule, and all are open at the start. The reaction is irreversible, and uptake by the surface doesn't alter the flux. Define the dimensionless exposure

x = s₀Ft/N.

The flux differs slightly from place to place, by a relative amount δ = ΔF/F, while s₀, t and N are the same everywhere. At what x is the relative variation of the coverage θ, to first order in δ, one hundred times smaller than δ? What pulse time does this require under typical conditions?

**A tempting solution**

The coverage is θ = 1 − e^(−x), so its derivative is

dθ/dx = e^(−x).

Near saturation θ is almost 1, and absolute and relative changes of coverage nearly agree. A flux variation is therefore passed on to the coverage with the factor e^(−x). Setting e^(−x) = 1/100 gives x = ln 100 = 4.605.

**Where it fails**

The derivative dθ/dx multiplies an absolute change of x, but δ is a relative change of flux. Since x is proportional to F, a relative change δ shifts x by

Δx = xδ,

not by δ. The tempting solution has lost a factor x. The replacement of θ by 1 is a much smaller fault, since θ = 0.99 at x = ln 100. With both corrected, the factor at that exposure is

x e^(−x)/(1 − e^(−x)) = 4.605 × 0.01/0.99 = 0.0465,

so the flux variation is reduced about 21 times instead of 100.

**The right solution**

The coverage law comes from a balance of sites. Impacts on open sites occur at the rate F(1 − θ) per area, and a fraction s₀ of them react:

N dθ/dt = s₀F(1 − θ).

Separating the variables and integrating from θ = 0 at t = 0 gives

−ln(1 − θ) = s₀Ft/N = x, hence θ = 1 − e^(−x).

With Δx = xδ, the first-order change of coverage is Δθ = x e^(−x) δ. Dividing by θ, and then multiplying numerator and denominator by e^x,

Δθ/θ = G(x) δ, G(x) = x e^(−x)/(1 − e^(−x)) = x/(e^x − 1).

For small x, e^x − 1 ≈ x and G approaches 1: nearly every site is open, and coverage simply follows the flux. For large x, G ≈ x e^(−x). The exponential is the fraction of sites still open; the factor x appears because a given relative flux error accumulates over the whole exposure.

To see that there is one solution, differentiate:

G′(x) = (e^x − 1 − x e^x)/(e^x − 1)².

The numerator is zero at x = 0, and its derivative is e^x − e^x − x e^x = −x e^x, which is negative for x > 0. The numerator is therefore negative for all x > 0, and G falls steadily from 1 to 0. It passes 1/100 once.

The condition x/(e^x − 1) = 1/100 is the same as

e^x = 1 + 100x, or x = ln(1 + 100x).

The second form can be iterated. Starting from 6, it gives 6.3986, 6.4628, 6.4728, 6.4743, 6.4746. The slope of the right-hand side is 100/(1 + 100x), at most 100/601 for x ≥ 6, so each step shrinks the error at least sixfold. The answer is

x = 6.47, or about 6.5.

As a check, the rate equation was integrated numerically with the flux raised and lowered by 0.1%; the exposure at which the resulting sensitivity equals 1/100 is again 6.4746.

There is also a closed form. Put a = 1/100 and u = x + a. Then e^x = 1 + x/a = u/a, and since e^x = e^u e^(−a),

u e^(−u) = a e^(−a), or (−u) e^(−u) = −a e^(−a).

The Lambert function W is defined by W(y) e^(W(y)) = y, so −u = W(−a e^(−a)) and

x = −a − W(−a e^(−a)).

The upper branch gives W = −a and the useless root x = 0. The lower branch gives 6.4746.

For a general reduction factor R, the condition e^x = 1 + Rx can be written as

x = ln R + ln(x + 1/R).

The first term is the tempting answer, 4.605 for R = 100; the second supplies the missing 1.87. Reductions of 10 and 1000 need x = 3.615 and 9.118. If the absolute change Δθ, rather than Δθ/θ, is required to be δ/100, the root of x e^(−x) = 1/100 is 6.4728. The two criteria hardly differ because θ = 0.998.

**How small must the flux variation be?**

The change of coverage can be found without expansion. Replacing x by x(1 + δ),

Δθ = e^(−x) − e^(−x−xδ) = e^(−x)(1 − e^(−xδ)).

Division by θ = 1 − e^(−x) gives

Δθ/θ = (1 − e^(−xδ))/(e^x − 1) = Gδ(1 − xδ/2 + …),

where the last form uses 1 − e^(−xδ) = xδ − x²δ²/2 + …. First order thus requires x|δ| ≪ 1, which for x > 1 is stricter than |δ| ≪ 1. For δ = 5% the leading correction xδ/2 is already 16%. First order predicts a coverage change of 0.050%; the full expression gives +0.043% for a 5% excess of flux and −0.059% for a 5% deficit. The deficit does more harm because the number of open sites depends exponentially on exposure. To keep the leading correction below 5%, |δ| must stay below about 1.5%.

**Pulse time**

Take rough parameters in the regime of alumina deposition from trimethylaluminium and water: molar mass 72 g/mol, temperature 473 K, precursor partial pressure P = 0.01 Torr, s₀ = 0.001 and N = 4 nm⁻².

The flux follows from the Maxwell distribution of the velocity component v towards the wafer. With gas density n = P/(kT) and molecular mass m,

F = n √(m/(2πkT)) ∫₀^∞ v e^(−mv²/(2kT)) dv.

The integral equals kT/m, so F = n √(kT/(2πm)) = P/√(2πmkT). The numbers give F = 1.903 × 10⁴ nm⁻² s⁻¹. Exposure then grows at the rate

s₀F/N = 0.001 × 1.903 × 10⁴/4 = 4.76 s⁻¹,

and the pulse time is

t = 6.47/4.76 = 1.36 s,

which corresponds to 0.0136 Torr s.

A pulse stopped at 95% coverage needs x = ln 20 = 3.00, or 0.63 s, but has G = 0.158. At fixed pressure, a pulse 2.16 times as long therefore lowers the sensitivity to flux about sixteenfold, while the coverage rises by only five percentage points.

Suppose that a full layer adds 0.1 nm per cycle, that growth is proportional to θ, and that the water half-cycle is complete. After 200 cycles the film is 19.97 nm thick. A 5% flux variation changes this, to first order, by 19.97 nm × 0.01 × 0.05 = 0.010 nm. This is a change of the mean thickness, well below the size of an atom.

**What the ideal model leaves out**

The following estimates keep x = 6.47 unless stated. The strengths of the slow-site, parasitic and desorption effects are assumed for the purpose of sizing; they are not material data.

*Slow sites.* Let a fraction f of the sites react with probability rs₀. Then

θ = (1 − f)(1 − e^(−x)) + f(1 − e^(−rx)),

G = [(1 − f) x e^(−x) + f r x e^(−rx)]/θ.

For f = r = 0.1, the slow sites have received an exposure of only 0.65 and about half are still open. G rises to 0.045, 4.5 times the target. Restoring G = 0.01 takes x = 35.8, or 7.5 s at the same pressure. With the strengths assumed here, this is the largest rise of G at x = 6.47 among the four effects.

*Depletion of the gas.* Let gas flow along the wafer at speed u through a gap of height h, well mixed across the gap, with the opposite wall inert and diffusion along the flow neglected. Let c be the precursor density divided by its inlet value, and s the exposure variable s₀Ft/N formed with the inlet flux and with time counted from the arrival of the gas front. For distance X from the inlet, define z = s₀(F/n)X/(uh). Balances for the surface and the gas are

∂θ/∂s = c(1 − θ), ∂c/∂z = −c(1 − θ),

with θ = 0 at s = 0 and c = 1 at z = 0. The solution is

1 − θ = e^z/D, c = e^s/D, D = e^s + e^z − 1.

Indeed ∂ln(1 − θ)/∂s = −e^s/D = −c and ∂ln c/∂z = −e^z/D = −(1 − θ), as required, and both boundary conditions hold. At the end of the pulse s = x, so θ = (e^x − 1)/D. The ratio F/n doesn't depend on pressure, so a change of inlet density changes x but not z, and

G = x ∂ln θ/∂x = x e^x [1/(e^x − 1) − 1/D] = x e^x e^z/[(e^x − 1)D].

Neglecting diffusion along the flow is reasonable for a precursor diluted in carrier gas at a total pressure near 1 Torr, which is assumed here: in nitrogen at 473 K the diffusion coefficient is roughly 0.016 m²/s, so for the flow below, speed times wafer length exceeds it about a hundredfold. At 0.01 Torr without carrier gas, such diffusion would no longer be negligible.

For u = 5 m/s, h = 10 mm and a 300 mm wafer, z = 0.56 at the outlet. There G = 0.0175, and the coverage is 0.115% lower than at the inlet. This drop exceeds the 0.05% caused by the 5% flux variation itself. These values assume perfect mixing across the gap; with the diffusion coefficient above and a parabolic flow profile they shift slightly, to G ≈ 0.018 and a drop of about 0.117%.

*Parasitic growth.* If material also deposits continuously, at ε layers per unit x, the amount deposited is 1 − e^(−x) + εx and

G = (x e^(−x) + εx)/(1 − e^(−x) + εx).

For ε = 0.001, G = 0.0164. A longer pulse helps only up to x = 9.0, where G has its minimum of 0.01002. Beyond that the term εx, which rises without limit, grows faster than x e^(−x) falls. In this case even the best exposure narrowly misses the hundredfold reduction.

*Desorption.* If filled sites empty at b times the adsorption rate constant, then

θ = [1 − e^(−(1+b)x)]/(1 + b) at the nominal flux.

When F varies, the desorption rate stays fixed, so b varies as 1/F while the product bx is constant. The prefactor 1/(1 + b) then contributes b/(1 + b) to the logarithmic derivative, and the exponent (1 + b)x = x + bx changes by xδ. Hence

G = b/(1 + b) + x/(e^((1+b)x) − 1).

For b = 0.001 this is 0.0109, and no pulse, however long, brings G below the floor of 0.000999.

**Comparison with a real process**

A temperature near 200 °C, growth of roughly 0.1 nm per cycle and a 300 mm wafer are ordinary for alumina deposition. The reaction probability is the least certain input. At fixed pressure the ideal pulse time varies as 1/s₀, so s₀ = 0.01 would give 0.14 s. But z would also rise tenfold, to 5.6, and the open fraction at the outlet would be e^5.59/(e^6.47 + e^5.59 − 1) ≈ 0.29. Since e^x ≫ 1, the outlet condition G = 1/100 becomes e^(x−z) = 100x − 1, which gives x ≈ 12.7 for z = 5.59. Depletion would thus about double the pulse time, to 0.27 s. This is a rougher estimate than the one for s₀ = 0.001, because at the faster uptake diffusion only partly evens out the gas density across the gap. Real surfaces also break the assumption of equivalent sites, since methyl groups left by the precursor can shield neighbouring sites. If shielded sites still react, but slowly, the required exposure can rise severalfold, as in the slow-site estimate. If they are blocked for good, the final coverage is lower, but the pulse needn't be longer, provided that N counts all sites, including those that end up blocked. If N is instead inferred from the saturated uptake, it misses the blocked sites, and the pulse time can be underestimated. The value N = 4 nm⁻² used above is of this kind: 0.1 nm of alumina at about 3 g/cm³ holds about 3.5 aluminium atoms per nm², so the 1.36 s may be too short if blocking is important. For scale, on a square lattice where each molecule blocks its four nearest neighbours, uptake saturates at 0.36 of all sites and G reaches 1/100 near x = 5.7. A pulse sized from the saturated uptake would then be about 2.4 times too short. The value 6.5 is thus a design figure for a flat, well-supplied wafer with equivalent sites and irreversible, purely self-limiting uptake. The computed values are collected in the numerical output below.

Calculated quantities

```
Exposure x for reduction 100: 6.4746
Same root from integrated rate equation: 6.4746
Iterates from 6: 6.0000 6.3986 6.4628 6.4728 6.4743 6.4746 6.4746
Slope of iteration map at root: 0.154
exp(x) and 1+100x at root: 648.46, 648.46
Coverage and open fraction at root: 0.99846, 0.00154
Root of absolute criterion x exp(-x)=0.01: 6.4728
Exposure for reduction 10: 3.615
Exposure for reduction 1000: 9.118
G at x = 0.1, 1, 3: 0.951, 0.582, 0.157
G at x = 6.5: 0.00979
Molar mass: 72 g/mol; temperature: 473 K
Precursor partial pressure: 0.01 Torr
Reaction probability: 0.001; sites: 4 per nm2
Molecular flux: 1.903e+04 per nm2 per s
Exposure rate x/t: 4.759 per s
Pulse time: 1.361 s
Pressure-time exposure: 0.0136 Torr s
95% coverage: x = 2.996, time 0.630 s
G at 95% coverage: 0.1577
Exposure ratio, root to 95% coverage: 2.161
Flux variation: 5 %
First-order coverage change: 0.0500 %
Exact change for flux excess: 0.0427 %
Exact change for flux deficit: -0.0590 %
Second-order correction x*d/2: 16.2 %
Flux variation with 5% correction: 1.54 %
Growth per full cycle: 0.1 nm; cycles: 200
Film thickness: 19.97 nm
First-order thickness change: 0.0100 nm
Slow sites: fraction 0.1, rate ratio 0.1
G with slow sites at root: 0.0453
x restoring G=0.01 with slow sites: 35.81
Pulse time for that x: 7.53 s
Gas speed: 5 m/s; gap: 10 mm
Wafer length: 300 mm; depletion number z: 0.559
Outlet open fraction: 0.00270
Inlet-to-outlet coverage drop: 0.115 %
G at outlet: 0.0175
Parasitic growth: 0.001 layer per unit x
G with parasitic growth at root: 0.0164
Minimum G with parasitic growth: 0.01002 at x = 9.00
Desorption-to-adsorption rate ratio: 0.001
G with desorption at root: 0.01093
Floor of G with desorption: 0.000999
```
